\section*{Steady self-heating of a wide transistor channel on silicon}

\section*{The problem}

A transistor made in the face of a thick silicon wafer turns electrical power into heat in a thin region under its surface. When the layers above conduct poorly, most of that heat leaves through the silicon below. The heated region is modelled as a flat rectangle on the face of a solid that fills the half-space $z>0$. Its length $L$ lies along the current, in the $x$ direction, and its width $W$ lies along the gate, in the $y$ direction. The origin is at its centre.

The assumptions are these.
\begin{itemize}
\item The total power $P$ is spread evenly, so the heat flux entering the solid is $q=P/(WL)$ inside the rectangle.
\item No heat crosses the face $z=0$ outside the rectangle, and none leaves upwards.
\item The solid obeys Fourier's law, $\mathbf{j}=-k\nabla T$, with a constant and isotropic conductivity $k$.
\item The state is steady, and far away the temperature is $T_0$.
\end{itemize}
The unknown is the rise $\theta=T-T_0$. The symbol $\sinh^{-1}$ denotes the inverse function, $\sinh^{-1}t=\ln\!\left(t+\sqrt{1+t^2}\right)$.

\section*{(a) A point source on the face}

\textit{Power $P$ enters at a single point of the insulated face. Find the rise at distance $r$.}

\textbf{Solution.} The source and the half-space are symmetric about the source point, so we look for a rise that depends on $r$ alone. The heat then flows radially. It is parallel to the face at $z=0$, so the insulation condition holds. In the steady state all the power crosses every hemisphere of area $2\pi r^2$:
\begin{equation}
P=-k\,\frac{d\theta}{dr}\,2\pi r^2 .
\end{equation}
Hence $d\theta/dr=-P/(2\pi k r^2)$. Integrating, with $\theta\to0$ at large $r$, gives
\begin{equation}
\theta(r)=\frac{P}{2\pi k r}.
\end{equation}
A source deep inside an unbounded solid would feed full spheres and give $P/(4\pi kr)$. The insulated face halves the room for the heat and doubles the rise.

\section*{(b) The rise from the whole rectangle}

\textit{Write the rise as an integral over the rectangle, and show that it meets every condition of the problem.}

\textbf{Solution.} The equations are linear in $\theta$, so the rises of the elements $dA=dx'dy'$, each carrying power $q\,dA$, add up:
\begin{equation}
\theta(x,y,z)=\frac{q}{2\pi k}\iint\frac{dx'\,dy'}{r},\qquad
r=\sqrt{(x-x')^2+(y-y')^2+z^2}.
\label{sup}
\end{equation}
For $z>0$ each $1/r$ satisfies Laplace's equation, so $\theta$ does too, and $\theta\to0$ far away. For the flux into the solid, use $\partial(1/r)/\partial z=-z/r^3$:
\begin{equation}
-k\frac{\partial\theta}{\partial z}=\frac{q}{2\pi}\iint\frac{z\,dx'\,dy'}{r^3}
=\frac{q}{2\pi}\,\Omega .
\end{equation}
Here $\Omega$ is the solid angle under which the rectangle is seen from the field point, because $z/r$ is the cosine that projects $dA$ onto the line of sight. As the point approaches the face inside the rectangle, the rectangle fills half of all directions, so $\Omega\to2\pi$ and the flux is $q$. Outside the rectangle $\Omega\to0$ and the flux vanishes.

No other solution exists. The difference of two solutions has zero flux through the whole face, so its mirror continuation to $z<0$ satisfies Laplace's equation in all space. It vanishes at infinity, and by the maximum principle it is zero everywhere.

\section*{(c) The temperature at the centre}

\textit{Evaluate the integral at the centre of the rectangle for any $W$ and $L$.}

\textbf{Solution.} In polar coordinates about the centre $dA=r\,dr\,d\varphi$, and the factor $r$ cancels $1/r$. What is left is the distance $\rho(\varphi)$ to the boundary, integrated over angle.

Cut the rectangle into eight right triangles by the two midlines and the two diagonals. In a triangle whose side lies at perpendicular distance $h$ from the centre, $\rho=h/\cos\varphi$, with $\varphi$ measured from the perpendicular. If the triangle opens to the angle $\varphi_1$, it contributes
\begin{equation}
\int_0^{\varphi_1}\frac{h\,d\varphi}{\cos\varphi}
=h\ln\!\left(\tan\varphi_1+\frac1{\cos\varphi_1}\right)
=h\sinh^{-1}(\tan\varphi_1),
\end{equation}
since $1/\cos\varphi_1=\sqrt{1+\tan^2\varphi_1}$. Four triangles reach the long sides, with $h=L/2$ and $\tan\varphi_1=W/L$. Four reach the short sides, with $h=W/2$ and $\tan\varphi_1=L/W$. Therefore
\begin{equation}
\iint\frac{dA}{r}=2L\sinh^{-1}\frac WL+2W\sinh^{-1}\frac LW .
\end{equation}
Multiply by $q/(2\pi k)=P/(2\pi kWL)$ and write $\varepsilon=L/W$:
\begin{equation}
\Delta T=\frac{P}{\pi kW}\,S(\varepsilon),\qquad
S(\varepsilon)=\sinh^{-1}\frac1\varepsilon+\frac{\sinh^{-1}\varepsilon}{\varepsilon}.
\label{exact}
\end{equation}
This holds for every rectangle. For a square, $S=2\sinh^{-1}1\approx1.763$.

\section*{(d) The wide channel}

\textit{Find the leading form of $\Delta T$ for $W\gg L$, and bound its error.}

\textbf{Solution.} For small $\varepsilon$ the first term of $S$ is
\begin{equation}
\sinh^{-1}\frac1\varepsilon=\ln\frac{1+\sqrt{1+\varepsilon^2}}{\varepsilon}\to\ln\frac2\varepsilon ,
\end{equation}
and the second tends to 1. So
\begin{equation}
\boxed{\;\Delta T\simeq\frac{P}{\pi kW}\left[\ln\frac{2W}{L}+1\right]\;}
\label{narrow}
\end{equation}
Define the remainder $\delta=S-\ln(2/\varepsilon)-1$, which vanishes as $\varepsilon\to0$. The two terms of $S$ have the derivatives
\begin{align}
\frac{d}{d\varepsilon}\sinh^{-1}\frac1\varepsilon
&=\frac{-1/\varepsilon^2}{\sqrt{1+1/\varepsilon^2}}=-\frac1{\varepsilon\sqrt{1+\varepsilon^2}},\\
\frac{d}{d\varepsilon}\frac{\sinh^{-1}\varepsilon}{\varepsilon}
&=\frac1{\varepsilon\sqrt{1+\varepsilon^2}}-\frac{\sinh^{-1}\varepsilon}{\varepsilon^2}.
\end{align}
The square roots cancel in the sum, and $-\ln(2/\varepsilon)$ adds $1/\varepsilon$:
\begin{equation}
\frac{d\delta}{d\varepsilon}=\frac{\varepsilon-\sinh^{-1}\varepsilon}{\varepsilon^2}
=\frac1{\varepsilon^2}\int_0^\varepsilon\left(1-\frac1{\sqrt{1+t^2}}\right)dt .
\end{equation}
The function $(1+s)^{-1/2}$ is convex and lies above its tangent $1-s/2$. With $s=t^2$ the integrand is therefore between 0 and $t^2/2$, and the integral is between 0 and $\varepsilon^3/6$. So $0<d\delta/d\varepsilon<\varepsilon/6$, and a second integration gives
\begin{equation}
0<\delta<\frac{1}{12}\left(\frac LW\right)^2 .
\end{equation}
The wide-channel formula is slightly low: its bracket falls short of $S$ by less than $(L/W)^2/12$.

The exact factor $S$ can also be computed without the $1/r$ solution. Let $c$ be the heat capacity per volume and $D=k/c$. A unit of heat released at a point of the insulated face gives, after time $t$, the rise $2e^{-r^2/4Dt}/[c(4\pi Dt)^{3/2}]$. Integrating over the rectangle uses
\begin{equation}
\int_{-W/2}^{W/2}e^{-y^2/4Dt}dy=\sqrt{4\pi Dt}\;\mathrm{erf}\frac{W}{4\sqrt{Dt}}
\end{equation}
and the same with $L$. A steady source is a succession of such releases, so we integrate over all $t$. With $u=\sqrt{Dt}$, $dt=2u\,du/D$, and division by $P/(\pi kW)$,
\begin{equation}
S=\frac{2\sqrt\pi}{L}\int_0^\infty\mathrm{erf}\frac{W}{4u}\,\mathrm{erf}\frac{L}{4u}\,du .
\end{equation}
Numerical integration gives the second column below. It was tested against (\ref{exact}) and agrees to a relative $10^{-8}$ at each ratio.
\begin{center}
\begin{tabular}{cccc}
$W/L$ & $S$ & $\ln(2W/L)+1$ & relative error\\
1 & 1.76275 & 1.69315 & $-3.9\,\%$\\
2 & 2.40606 & 2.38629 & $-0.8\,\%$\\
5 & 3.30589 & 3.30259 & $-0.1\,\%$\\
10 & 3.99656 & 3.99573 & $-0.02\,\%$
\end{tabular}
\end{center}
Even for a square the formula misses the rectangle's central rise by only 4\,\%.

\section*{(e) The constant term and the rest of the channel}

\textit{Explain the constant in the bracket. Show where the channel is hottest, and find the rise at the middle of each kind of edge and at a corner.}

\textbf{Solution.} Divide the channel into lines along $y$. A line at $x$ contributes to the centre through
\begin{equation}
\int_{-W/2}^{W/2}\frac{dy}{\sqrt{x^2+y^2}}=2\sinh^{-1}\frac{W}{2|x|}\simeq2\ln\frac{W}{|x|}.
\end{equation}
The bracket is thus the average of $\ln(W/|x|)$ over the length. With $|x|=tL/2$,
\begin{equation}
\int_0^1\ln\frac{2W}{Lt}\,dt=\ln\frac{2W}{L}-\int_0^1\ln t\,dt=\ln\frac{2W}{L}+1 .
\end{equation}
The logarithm is the value for a line at the edge, $|x|=L/2$. The 1 is the average gain from heat released closer to the centre than that.

To locate the maximum, move the field point along $x$ on the face. After the $y'$ integration, (\ref{sup}) has the form $\int_{x-L/2}^{x+L/2}g(|s|)\,ds$ with $g$ a decreasing function. Its derivative, $g(|x+L/2|)-g(|x-L/2|)$, is negative for $x>0$. The same argument holds along $y$, and going deeper increases every $r$. The centre is the hottest point.

The edge values follow from mirror doubling at fixed $q$.
\begin{itemize}
\item The middle of a long edge is the centre of a channel of length $2L$ and power $2P$, and each half supplies half the rise. So $\theta=\frac12\cdot\frac{2P}{\pi kW}S(2\varepsilon)\simeq\frac{P}{\pi kW}\left[\ln\frac WL+1\right]$.
\item The middle of a short end is the centre of a channel of width $2W$ and power $2P$. So $\theta=\frac12\cdot\frac{2P}{2\pi kW}S(\varepsilon/2)\simeq\frac{P}{2\pi kW}\left[\ln\frac{4W}{L}+1\right]$.
\item A corner is the centre of a rectangle doubled both ways, with power $4P$ and unchanged $\varepsilon$. So $\theta=\frac14\cdot\frac{4P}{2\pi kW}S(\varepsilon)=\frac12\Delta T$, for any rectangle.
\end{itemize}

\section*{(f) A power transistor finger}

\textit{A single finger of a lateral double-diffused silicon power transistor has $W=100\ \mu\mathrm m$ and a heated drift region of $L=3\ \mu\mathrm m$. It dissipates $P=0.1$ W on a base at 350 K, where $k=120$ W/(m\,K). These are rough typical values. Find the temperatures.}

\textbf{Solution.} The scale of the rise is
\begin{equation}
\frac{P}{\pi kW}=\frac{0.1\ \mathrm W}{\pi\,(120\ \mathrm{W/(m\,K)})(10^{-4}\ \mathrm m)}=2.653\ \mathrm K .
\end{equation}
With $2W/L=66.7$ the bracket is $4.200+1=5.200$, so
\begin{equation}
\Delta T=2.653\ \mathrm K\times5.200=13.8\ \mathrm K .
\end{equation}
The centre is at about 364 K, and the thermal resistance is $\Delta T/P=138$ K/W. The wide-channel formula differs from the exact rectangle by $2\times10^{-4}$ K, which is negligible here.

The rise is 12.0 K at the middle of a long edge, 7.8 K at the middle of a short end and 6.9 K at a corner. The fall across the short direction is $2.653\ln2=1.84$ K. Along the finger it is about 6 K, so the ends run noticeably cooler than the middle.

The length enters through the logarithm alone. Halving $L$ at fixed $P$ and $W$ doubles the flux but adds just 1.84 K. Doubling $W$ at fixed $P$ and $L$ gives $\frac{P}{2\pi kW}[\ln(4W/L)+1]$, which is 7.8 K. Spreading a given power along the gate is far more effective than lengthening the heated region.

\section*{(g) What the model leaves out}

\textit{Estimate the main neglected effects for this finger, changing one thing at a time.}

\textbf{Solution.} The inputs below are again rough.

\textbf{Conductivity that falls with temperature.} Let $k(T)=k_0(T/T_0)^{-n}$ with $n=1.3$, and define $\Theta=\int_{T_0}^{T}(T'/T_0)^{-n}dT'$. Then $k\nabla T=k_0\nabla\Theta$, so $\Theta$ obeys the constant-$k$ problem already solved and equals 13.8 K at the centre. Doing the integral and solving for $T$,
\begin{equation}
T=T_0\left[1-\frac{(n-1)\Theta}{T_0}\right]^{-1/(n-1)}\simeq T_0+\Theta+\frac{n\Theta^2}{2T_0}.
\end{equation}
The full expression adds 0.36 K.

\textbf{Finite wafer.} Let the back, at depth $H=500\ \mu\mathrm m$, be held at $T_0$. Image sources at $z=\pm2nH$ with signs $(-1)^n$ keep the face insulated and the back at $T_0$. They are at least 1 mm away, much farther than $W$, and act as points:
\begin{equation}
\frac{P}{2\pi k}\;2\sum_{n=1}^\infty\frac{(-1)^n}{2nH}=-\frac{P\ln2}{2\pi kH}=-0.18\ \mathrm K .
\end{equation}

\textbf{Heat released in depth.} Suppose the heat is spread evenly from the face to $d=0.5\ \mu\mathrm m$. A source at depth $z$ and its mirror image each give $1/(4\pi kr)$ per unit power, so the face again sees $1/(2\pi kr)$, with $r^2$ increased by $z^2$. In the line picture of (e), $\ln(W/|x|)$ becomes $\ln(W/\sqrt{x^2+z^2})$, and the central rise drops by
\begin{align}
\frac{q}{\pi k}\int_0^{L/2}\ln\!\left(1+\frac{z^2}{x^2}\right)dx
&=\frac{q}{\pi k}\left[\frac L2\ln\!\left(1+\frac{4z^2}{L^2}\right)+2z\arctan\frac{L}{2z}\right]\nonumber\\
&\simeq\frac{qz}{k}-\frac{2qz^2}{\pi kL}.
\end{align}
The first line is an integration by parts. The second uses $\ln(1+4z^2/L^2)\simeq4z^2/L^2$ and $\arctan(L/2z)\simeq\pi/2-2z/L$ for $z\ll L$. Averaging over $0<z<d$ gives a drop of $\frac{qd}{2k}\left(1-\frac{4d}{3\pi L}\right)=0.65$ K.

\textbf{Phonon free path.} Fourier's law fails over distances comparable with the path $\Lambda\approx0.4\ \mu\mathrm m$ of the phonons that carry the heat. In a gas picture with heat capacity $C$ per volume and speed $v$, a surface hotter by $\Delta T_\Lambda$ than the phonons returning to it emits the net flux $\frac14Cv\,\Delta T_\Lambda$, while $k=\frac13Cv\Lambda$. Eliminating $Cv$,
\begin{equation}
\Delta T_\Lambda\approx\frac{4\Lambda q}{3k}=1.5\ \mathrm K .
\end{equation}
If all the phonons share this one free path, it is an upper estimate of the extra rise for this finger, provided the heat leaves the surface diffusely or is released in a layer thicker than a few tens of nanometres. The returning phonons come from about a free path below the surface, and Fourier's law already contains part of that temperature difference. For a wide plane that emits diffusely, the transport equation with one free path gives $0.71\,\Lambda q/k$, or 0.8 K. Releasing the heat through a layer about one free path thick, as here, lowers the extra rise further, to about 0.2 K. In real silicon the free paths are spread over a wide range, and the long ones can raise the temperature more, so 1.5 K is a rough scale and not a bound for the device.

\textbf{Uneven heating and doping.} If all the heat is crowded into half the length, the hottest point gains 1.84 K, by the logarithm in (f). If doping lowers $k$ by 15\,\% throughout the solid, the rise grows by the factor $1/0.85$, or 2.4 K.

\textbf{Loss upwards.} Fill the space above with oxide, $k_{\rm ox}=1.4$ W/(m\,K). The same temperature field, scaled, serves both halves, and the heat divides as $k:k_{\rm ox}$. The rise falls by the fraction $1.4/121.4$, or 0.16 K. A metal strip of conductivity 240 W/(m\,K), section $6\ \mu\mathrm m^2$ and length $50\ \mu\mathrm m$, ending at the base temperature, carries about 0.4\,\% of the power. If this heat is drawn evenly from the whole heated rectangle, the rise falls by 0.4\,\%, or 0.05 K, and this is the value used in the sum below. Drawn through a small contact, the same heat would cool the silicon at that spot by more.

\textbf{Neighbouring fingers.} An equal finger at distance $s=30\ \mu\mathrm m\gg L$ acts as a line and adds $\frac{P}{\pi kW}\sinh^{-1}\frac{W}{2s}=3.4$ K. One on each side adds 6.8 K, half of the original rise.

\textbf{The model and the real device.} The finger treated here stands alone on a full-thickness wafer. For it, the largest single correction estimated is the 18\,\% from doping, followed by crowding at 13\,\%. The rough phonon estimate is 11\,\%, which is high by several times if there is a single free path. Those three all raise the temperature. Simply adding all the single-finger estimates gives about $+5$ K with the rough phonon estimate and $+3.6$ K without any phonon term, so with these inputs 13.8 K is too low, and even its second digit is uncertain. The effects are not strictly additive: with the heat released in depth, crowding adds 1.3 K rather than 1.84 K, and the non-phonon effects applied together give about $+3.2$ K. The sign rests on the assumed doping and crowding; without these two and the phonon term the net change is about $-0.7$ K. In a multi-finger device with the spacing used here, the isolated-finger assumption is the weakest: two neighbours alone move the answer by 49\,\%, and the rises of all fingers must be summed. For a logic transistor with $L$ of tens of nanometres, $L$ is far below $\Lambda$, and the formula cannot be used near the channel. The numerical output lists the rough estimate of each effect taken alone.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Channel width W = 100 um, heated length L = 3 um
Power P = 0.10 W, per width 1.00 W/mm
Conductivity k = 120 W/(m K), base T = 350 K
Ratio W/L = 33.33
Heat flux q = 33.33 kW/cm2
P/(pi k W) = 2.6526 K
ln(2W/L) = 4.1997
ln(2W/L) + 1 = 5.1997
Central rise, narrow-channel formula = 13.793 K
Central rise, exact rectangle = 13.793 K
Exact minus narrow formula = 1.99e-04 K
Upper bound on that error = 1.99e-04 K
Central temperature = 363.8 K
Thermal resistance = 137.9 K/W
Rise at middle of long edge = 11.95 K
Rise at middle of short end = 7.82 K
Rise at corner = 6.90 K
Surface flux / q: inside 1.0000, outside 0.0000
W/L, S from heat kernel, ln(2W/L)+1, formula error in %:
    1.00  1.76275  1.69315  -3.9484
    2.00  2.40606  2.38629  -0.8215
    5.00  3.30589  3.30259  -0.0999
   10.00  3.99656  3.99573  -0.0208
   33.33  5.19978  5.19971  -0.0014
  100.00  6.29833  6.29832  -0.0001
Inputs for neglected effects (rough):
  wafer 500 um, heated depth 0.5 um, free path 0.4 um
  k falls as T^-1.3, doping lowers k by 15 %
  neighbour pitch 30 um, oxide k 1.4 W/(m K)
  metal: k 240 W/(m K), area 6 um2, length 50 um
Change of central rise, in K and in % of the rise:
  k falling with temperature: +0.36 K, +2.6 %
  finite wafer on ideal sink: -0.18 K, -1.3 %
  heat spread in depth: -0.65 K, -4.7 %
  phonon free path (rough): +1.48 K, +10.7 %
  heat crowded into L/2: +1.84 K, +13.3 %
  doped substrate: +2.43 K, +17.6 %
  oxide half-space on top: -0.16 K, -1.2 %
  metal strip (rough): -0.05 K, -0.4 %
  two neighbouring fingers: +6.81 K, +49.4 %
\end{verbatim}
